Hall coefficient of a square-lattice band from velocities and inverse masses

**Question**

Electrons of charge −e (e > 0) and two spin states occupy one band on a square lattice of spacing a. The band has one Wannier orbital per site and real hoppings:

H(±a, 0) = H(0, ±a) = −t, with t > 0.

The relaxation time τ is the same for all states. A weak magnetic field B points along +z, and the Hall coefficient is R_H = E_y/(J_x B), measured with J_y = 0. Electron interactions are left out. Write f for the Fermi function, f′ = df/dε, and

⟨X⟩ = 2∫ d²k/(2π)² X(k)

over the Brillouin zone, so that n = ⟨f⟩ is the electron density per area. The filling is ν = na², between 0 and 2.

**(a)** The energies are known on a 5 × 5 mesh of k points. Explain how to obtain from them the energy, velocity and inverse mass at any k.

**Answer.** The Wannier matrix elements follow from a discrete Fourier sum over the mesh points q:

H(R) = (1/25) Σ_q ε(q) e^{−iq·R}.

This sum returns the true H(R) plus the elements at R shifted by multiples of 5a along either axis. Here the hoppings reach one site along each axis, so for |R_x|, |R_y| ≤ 2a the shifted elements vanish and nothing is lost. At any k,

ε(k) = Σ_R H(R) e^{ik·R}.

There is one band, so H(k) is a number, and its derivatives are taken term by term. Each derivative brings down a factor iR_i:

v_i = (1/ħ) ∂ε/∂k_i = (1/ħ) Σ_R iR_i H(R) e^{ik·R},
M_ij = (1/ħ²) ∂²ε/∂k_i∂k_j = −(1/ħ²) Σ_R R_i R_j H(R) e^{ik·R}.

M is the inverse-mass tensor. With c_x = cos k_x a and c_y = cos k_y a, the given hoppings yield

ε = −2t(c_x + c_y),
v_x = (2ta/ħ) sin k_x a, M_xx = (2ta²/ħ²) c_x, M_xy = 0,

and likewise for y.

**(b)** Derive R_H from the Boltzmann equation to lowest order in B. Keep M_xy, so that the result also holds for other bands with fourfold symmetry.

**Answer.** The equation of motion is ħ dk/dt = −e(E + v×B). In a steady, uniform state, (dk/dt)·∇_k F = −(F − f)/τ, where F = f + g is the full distribution. Hence

g = (eτ/ħ)(E + v×B)·∇_k F.

Since ∇_k f = ħv f′ and v·(v×B) = 0, the magnetic force does not act on f itself. The part linear in E and independent of B is

g₁ = eτ f′ E·v.

The next part comes from the magnetic force acting on g₁. With v×B = B(v_y, −v_x),

g₂ = (eτB/ħ)(v_y ∂_x − v_x ∂_y) g₁,

where ∂_i means ∂/∂k_i. The derivative of f′ gives f″ħ(v_y v_x − v_x v_y) = 0, so only the velocity in g₁ is differentiated. For E along y,

g₂ = e²τ²B f′ E_y (v_y M_xy − v_x M_yy).

The current is J = −e⟨v g⟩. From g₁ with E along x, and from g₂ with E along y,

σ_xx = e²τL, L = ⟨(−f′) v_x²⟩,
σ_xy = −e³τ²B K, K = ⟨(−f′)(v_x² M_yy − v_x v_y M_xy)⟩.

Fourfold symmetry gives σ_yy = σ_xx and σ_yx = −σ_xy. The condition J_y = σ_yx E_x + σ_xx E_y = 0 then gives E_y = (σ_xy/σ_xx)E_x, while J_x = σ_xx E_x up to terms of order B². Therefore

R_H = σ_xy/(Bσ_xx²) = −K/(eL²).

The relaxation time cancels because it is constant; a τ that depends on k would stay inside the averages. The expansion requires eBτ|M| ≪ 1, with |M| the typical size of the inverse mass.

As a test, the Boltzmann equation was also solved directly at a small finite field and the conductivity tensor inverted. At kT = t and μ = −t, both routes give R_H = −0.775646 a²/e.

**(c)** Rewrite L and K as integrals over occupied states.

**Answer.** Use f′v_i = (1/ħ)∂_i f and integrate by parts. Boundary terms vanish because the integrands are periodic. For L,

L = −(1/ħ)⟨(∂_x f) v_x⟩ = (1/ħ)⟨f ∂_x v_x⟩ = ⟨f M_xx⟩.

For K, let the derivative of f be along x in the first term and along y in the second:

K = −(1/ħ)⟨(∂_x f) v_x M_yy⟩ + (1/ħ)⟨(∂_y f) v_x M_xy⟩
 = (1/ħ)⟨f [∂_x(v_x M_yy) − ∂_y(v_x M_xy)]⟩
 = ⟨f (M_xx M_yy − M_xy²)⟩ + (1/ħ)⟨f v_x(∂_x M_yy − ∂_y M_xy)⟩.

The last bracket is zero, since both terms are the same third derivative of ε. Thus

K = ⟨f det M⟩.

An occupied state near a band minimum or maximum contributes positively, and one near a saddle point contributes negatively. A full band gives L = K = 0, as the original forms with f′ = 0 also show.

**(d)** Show that R_H → −1/(ne) at low filling. Find the leading correction at T = 0, and examine the dilute limit at a fixed temperature that need not be small.

**Answer.** Inserting M from part (a) into part (c),

L = n(2ta²/ħ²) avg(c_x), K = n(2ta²/ħ²)² avg(c_x c_y),

where avg(X) = ⟨fX⟩/n. Hence

−neR_H = nK/L² = avg(c_x c_y)/avg(c_x)².

At T = 0 and low filling, the occupied states lie close to k = 0, both cosines tend to 1, and R_H → −1/(ne).

For the correction, use avg(c_x) = avg(c_y) to write

−neR_H − 1 = [avg(c_x c_y) − avg(c_x)avg(c_y)]/avg(c_x)².

The numerator is a covariance, so constants drop out. With c_x ≈ 1 − k_x²a²/2, its leading part is

(a⁴/4)[avg(k_x²k_y²) − avg(k_x²)avg(k_y²)].

To this order the occupied region is a disk of radius k_F. On it, avg(k²) = k_F²/2 gives avg(k_x²) = k_F²/4. Also avg(k⁴) = k_F⁴/3, and the angular average of cos²θ sin²θ is 1/8, so avg(k_x²k_y²) = k_F⁴/24. The covariance becomes

(a⁴k_F⁴/4)(1/24 − 1/16) = −a⁴k_F⁴/192.

The density is n = 2πk_F²/(2π)² = k_F²/(2π), so a⁴k_F⁴ = 4π²ν² and

−neR_H = 1 − π²ν²/48 + … (T = 0).

There is no term linear in ν, although the inverse mass itself changes at that order.

In the dilute limit at fixed T > 0, f becomes proportional to

e^{−ε/kT} = e^{2t c_x/kT} e^{2t c_y/kT}.

This weight is a product of a function of k_x and a function of k_y. The covariance vanishes, and the limit is again −1/(ne), even when electrons are spread over the whole band. At kT = 2t and ν = 0.0001, the computed −neR_H is 0.99997.

**(e)** Show that R_H changes sign once, at half filling, at any temperature. Find its limit for a nearly full band.

**Answer.** Shift k by Q = (π/a, π/a). Both cosines and both sines change sign, so ε, v and M all change sign. Put w(x) = −f′ at ε − μ = x, which is even in x. The integrand v_x²M_yy is odd under the shift and v_x² is even, so

K(−μ) = −K(μ), L(−μ) = L(μ).

Also f(−ε; −μ) = 1 − f(ε; μ), so reversing μ takes ν to 2 − ν. At fixed temperature,

R_H(2 − ν) = −R_H(ν), and R_H = 0 at ν = 1.

With the hole density p = 2/a² − n, the low-filling result becomes R_H → +1/(pe) as p → 0.

To exclude further zeros, average v_x²M_yy over the exchange of x and y:

½(v_x²M_yy + v_y²M_xx)
 = (4t³a⁴/ħ⁴)[(1 − c_x²)c_y + (1 − c_y²)c_x]
 = (4t³a⁴/ħ⁴)(c_x + c_y)(1 − c_x c_y)
 = −(2t²a⁴/ħ⁴) ε (1 − c_x c_y).

The last line uses c_x + c_y = −ε/(2t). Now average each k with k + Q, which reverses ε and leaves c_x c_y unchanged:

K = −(t²a⁴/ħ⁴)⟨ε(1 − c_x c_y)[w(ε − μ) − w(ε + μ)]⟩.

Take μ > 0. For T > 0, w falls with the size of its argument, so the square bracket has the sign of ε. Since 1 − c_x c_y ≥ 0, the average is positive and K < 0. For μ < 0, K > 0. At T = 0 the same sign follows from the previous form, because every state on the Fermi line has ε = μ. As L > 0 for a partly filled band and ν rises with μ, R_H is negative below half filling and positive above it.

**(f)** Evaluate R_H at kT = 0.05t for several fillings, and convert the result at ν = 0.1 for a = 8 bohr. Comment on using 1/(e|R_H|) as a carrier density.

**Answer.** At ν = 0.1, the integrals are L = 0.18434 t/ħ² and K = 0.33904 t²a²/ħ⁴. Thus

R_H = −0.33904/(0.18434)² a²/e ≈ −9.98 a²/e.

For a = 8 bohr, a²/e = 1.11859 m²/C, so R_H ≈ −11.16 m²/C. At ν = 1.9 it is +11.16 m²/C. The remaining values are:

ν = 0.5: R_H = −1.799 a²/e, −neR_H = 0.899
ν = 0.9: R_H = −0.384 a²/e, −neR_H = 0.346
ν = 1.0: R_H = 0
ν = 1.1: R_H = +0.384 a²/e

At ν = 0.1, −neR_H is 0.99766. The T = 0 value is 0.99768 and the expansion in (d) gives 0.99794, so the ν² term accounts for about 89% of the T = 0 deviation from 1.

At ν = 0.9, 1/(e|R_H|) is 1/0.384 ≈ 2.6 per site, nearly three times the electron filling. At half filling it diverges, although L = 0.809 t/ħ² and the band conducts. The zero reflects cancellation in K, not a lack of carriers.

**(g)** Add a diagonal hopping H(±a, ±a) = −t′. Which of the conclusions survive?

**Answer.** The four new elements add −4t′c_x c_y to ε. This term does not change sign under the shift by Q. Instead,

ε(k + Q; t′) = −ε(k; −t′),

and the argument of (e) now relates two different bands:

R_H(2 − ν; t′) = −R_H(ν; −t′).

Half filling is no longer forced to give zero. For t′ = −0.3t and kT = 0.05t, R_H there is +0.973 a²/e; for t′ = +0.3t it is −0.973 a²/e. With t′ = −0.3t, a zero lies at ν = 0.582.

For t′ > −t/2 the band minimum stays at k = 0, and the low-filling law survives if both the filling and kT/t are small enough. At k = 0, M_xx = M_yy = 2(t + 2t′)a²/ħ² and M_xy = 0, which is then a positive isotropic inverse mass 1/m. Then L → n/m, K → n/m² and R_H → −1/(ne). For t′ = −0.3t, ν = 0.02 and kT = 0.02t, −neR_H is 0.994. For t′ < −t/2 the minima lie instead at (π/a, 0) and (0, π/a). The inverse masses along x and y differ there, and the law fails even for a cold dilute gas.

In a hot dilute gas the argument of (d) no longer applies, because ε is no longer a function of k_x plus a function of k_y. The weight e^{−ε/kT} does not split into x and y factors, M_xx = (2a²/ħ²)c_x(t + 2t′c_y) depends on k_y as well, and M_xy = −(4t′a²/ħ²) sin k_x a sin k_y a is not zero. The law then fails. For t′ = −0.3t, kT = 2t and ν = 0.0001, −neR_H is −1.285: R_H is positive although the band is almost empty. By part (c), K = ⟨f det M⟩ must then be negative, so thermally occupied states with det M < 0 outweigh those with det M > 0, which lie around the band minimum and the band maximum. This reversal needs kT comparable to the hopping or larger: for t′ = −0.3t the dilute limit turns positive only above kT ≈ 0.67t, which at room temperature means t below about 40 meV. In such a narrow band, within this constant-τ model, the sign of R_H alone does not tell whether the band is nearly empty or nearly full.

The numerical output below gives the full set of values.

Computed results

```
Units: t = a = e = hbar = 1 unless stated; R_H in a^2/e
Direct Boltzmann solution against formula, kT = 1 t, mu = -1 t:
  t'=+0.0 t: direct -0.775646, formula -0.775646
  t'=-0.3 t: direct +1.719253, formula +1.719253
Nearest-neighbour band, kT = 0.05 t (filling = electrons per site)
filling   mu/t      L [t]     K [t^2 a^2]  R_H [a^2/e]  -n e R_H
 0.02   -3.88010   0.03910   +0.07644    -49.99474   +0.99989
 0.10   -3.39662   0.18434   +0.33904     -9.97663   +0.99766
 0.50   -1.44077   0.65590   +0.77392     -1.79897   +0.89948
 0.90   -0.18551   0.80551   +0.24927     -0.38418   +0.34576
 1.00   +0.00000   0.80948   +0.00000     +0.00000   +0.00000
 1.10   +0.18551   0.80551   -0.24927     +0.38418   -0.42260
 1.50   +1.44077   0.65590   -0.77392     +1.79897   -2.69845
 1.90   +3.39662   0.18434   -0.33904     +9.97663  -18.95560
 1.98   +3.88010   0.03910   -0.07644    +49.99474  -98.98959
Hole count times e R_H at filling 1.90: 0.99766
For a = 8 bohr: 1 a^2/e = 1.11859 m^2/C
  R_H at filling 0.1: -11.1598 m^2/C
  R_H at filling 1.9: +11.1598 m^2/C
T=0: (1 + n e R_H)/filling^2 at filling 0.000398: 0.20571
     pi^2/48 = 0.20562
T=0, filling 0.1: -n e R_H = 0.997680; expansion 0.997944
-n e R_H, filling 0.0001, kT = 2 t:
  t'=0: 0.99997;  t'=-0.3 t: -1.28522
-n e R_H, filling 0.02, kT = 0.02 t, t'=-0.3 t: 0.99443
t'=-0.3 t, kT = 0.05 t: R_H at half filling +0.97276 a^2/e
  R_H vanishes at filling 0.58200, mu = -1.42528 t
t'=0.3 t: R_H at half filling -0.97276 a^2/e
Largest finite-difference mismatch of v and M: 5.2e-07
```
